# Ion Path Length and Why It Exceeds Mean Penetration Depth, part 2

An ion enters a uniform, amorphous medium at normal incidence with energy \(E_0\) and slows to rest. How does its mean depth \(R_p\), measured along the direction of entry, compare with its total path length \(R=\int_0^{E_0}dE/S\)? The medium is treated as infinite, so an ion that turns back through the surface is still followed.

Let \(s\) be distance along the track, \(E\) the ion's energy at \(s\), and \(\theta\) the angle between its motion and the direction of entry. In the continuous-slowing-down approximation, energy falls smoothly as \(ds=-dE/S\), with stopping power \(S=S_n+S_e\). The electronic part is \(S_e\). The nuclear part, from elastic collisions with atoms, is \(S_n=N\int T\,d\sigma\), where \(N\) is the number of target atoms per unit volume and \(d\sigma\) the cross section for energy transfer \(T\).

The final depth of one ion is

\[
x_{\rm end}=\int_0^R\cos\theta(s)\,ds. \tag{20}
\]

Its mean is

\[
R_p=\int_0^{E_0}\frac{\langle\cos\theta\rangle_E}{S(E)}\,dE\;\le\;R(E_0), \tag{2}
\]

where the average is over ions that have slowed to energy \(E\). Write \(C=\langle\cos\theta\rangle\), and let \(\psi\) be the angle through which one collision turns the ion. For independent collisions with random azimuth,

\[
\frac{dC}{ds}=-\frac{C}{\lambda},\qquad
\frac1\lambda=N\int(1-\cos\psi)\,d\sigma. \tag{26}
\]

Here \(\lambda\) is the transport mean free path.

The worked model has \(S_n=a\) and \(S_e=b\sqrt E\), with \(u=\sqrt E\), \(u_0=\sqrt{E_0}\) and \(c=a/b\). For \(E_0=100\) keV, \(a=0.10\) keV/nm and \(b=0.02\) keV\(^{1/2}\)/nm, these give \(u_0=10\) keV\(^{1/2}\), \(c=5\) keV\(^{1/2}\) and \(R=450.7\) nm. A simulation of 8000 ions per run tests the model with discrete nuclear collisions, each removing the same fraction \(t=T/E\) of the ion's energy, at a rate \(a/(tE)\) per unit length.

### Deflection and energy transfer

The same elastic collision causes both the deflection and the nuclear energy loss. Let \(M_1\) be the ion mass, \(M_2\) the mass of a target atom initially at rest, and \(\mu=M_2/M_1\). At non-relativistic speeds the ion's momentum before and after the collision satisfies \(p^2=2M_1E\) and \(p'^2=2M_1(E-T)\). The recoiling atom has squared momentum \(2M_2T\). Since the recoil momentum is \(\mathbf p-\mathbf p'\),

\[
2M_2T=p^2+p'^2-2pp'\cos\psi. \tag{27}
\]

Insert the expressions for \(p\) and \(p'\), divide by \(2M_1E\), and write \(t=T/E\):

\[
\mu t=2-t-2\sqrt{1-t}\,\cos\psi. \tag{28}
\]

Solving for the cosine gives

\[
\cos\psi=\frac{1-\tfrac12(1+\mu)t}{\sqrt{1-t}}. \tag{29}
\]

For small \(t\), use \((1-t)^{-1/2}=1+t/2+3t^2/8+\cdots\). The linear terms in the product combine to \(-\mu t/2\), and the quadratic terms to \(\tfrac38t^2-\tfrac14(1+\mu)t^2=(1-2\mu)t^2/8\). Hence

\[
1-\cos\psi=\frac{\mu t}{2}+\frac{(2\mu-1)t^2}{8}+O(t^3). \tag{30}
\]

The first term suffices if all later terms are small beside it. The second term is a fraction \(|2\mu-1|t/(4\mu)\) of the first, but a small value of this fraction is not enough by itself: at \(\mu=1/2\) it vanishes for every \(t\), yet a head-on collision, with \(t=8/9\), has \(1-\cos\psi=0\) while \(\mu t/2=2/9\). The conditions \(t\ll1\) and \(t\ll4\mu\) together make the second and higher terms small. The second condition matters for light target atoms. A head-on collision has \(\cos\psi=-1\) when \(\mu>1\) and \(\cos\psi=1\) when \(\mu<1\); in either case (29) is satisfied by the largest transfer, \(t_{\max}=4\mu/(1+\mu)^2\). For \(\mu\ll1\) this is close to \(4\mu\), so the hardest collisions violate the condition even though their \(t\) is small.

When soft collisions supply nearly all of the nuclear stopping, keep the first term of (30) and use \(t=T/E\) in (26):

\[
\frac1\lambda=\frac{\mu}{2E}\,N\int T\,d\sigma
=\frac{\mu S_n}{2E}. \tag{31}
\]

Deflection is strong when nuclear stopping is large, when the target atoms are heavy compared with the ion, and when the ion is slow. Electronic loss is assumed not to turn the ion, so \(S_e\) does not appear.

### The mean depth as an energy integral

At the surface \(C=1\). Equation (26) can be written \(d(\ln C)=-ds/\lambda\). Replacing \(ds\) by \(-dE/S\), using (31), and integrating from \(E_0\) down to \(E\) gives

\[
C(E)=\exp\left[-\int_E^{E_0}
\frac{\mu S_n(E')}{2E'S(E')}\,dE'\right]. \tag{32}
\]

The same change of variable in \(R_p=\int_0^RC\,ds\) gives

\[
R_p=\int_0^{E_0}\frac{C(E)}{S(E)}\,dE, \tag{33}
\]

which is (2), now with a definite mean cosine. Path length depends on the total stopping power alone. Depth depends also on how that stopping power is divided between nuclear and electronic parts, and on the mass ratio.

For fixed \(S_n\) and \(S\), the exponent in (32) is proportional to \(\mu\). A larger \(\mu\) therefore lowers \(C\) at every energy below \(E_0\) and reduces \(R_p\), while \(R\) stays the same.

### Limiting cases

If \(S_n=0\), then \(C=1\) and \(R_p=R\): the ion slows along a straight line.

If electronic stopping is absent, \(S_n/S=1\). The exponent in (32) becomes \(-(\mu/2)\ln(E_0/E)\), so that

\[
C(E)=\left(\frac{E}{E_0}\right)^{\mu/2}. \tag{34}
\]

For constant \(S=a\), the path is \(R=E_0/a\), and (33) gives

\[
R_p=\frac1a\int_0^{E_0}\left(\frac{E}{E_0}\right)^{\mu/2}dE
=\frac{E_0}{a(1+\mu/2)},\qquad
\frac{R}{R_p}=1+\frac\mu2. \tag{35}
\]

The ratio is 1.500 for \(\mu=1\) and 1.125 for \(\mu=0.25\). These values belong to the soft-collision limit. A cross section with an appreciable share of hard collisions in general gives a different ratio. When \(t_{\max}\) is not small, as for \(\mu\) of order one, using the exact angle (29) in (26) is not enough, because (33) still treats the energy loss as continuous. The separate energy losses must be followed together with the deflections they accompany.

### Depth in the worked model

With both kinds of stopping present, put \(E'=v^2\) and \(dE'=2v\,dv\) in the exponent of (32):

\[
\int_E^{E_0}\frac{\mu a\,dE'}{2E'(a+b\sqrt{E'})}
=\mu\int_u^{u_0}\frac{a\,dv}{v(a+bv)}. \tag{36}
\]

The fraction separates as \(1/v-b/(a+bv)\), whose integral is \(\ln[v/(a+bv)]\). Therefore

\[
C(E)=\left[\frac{u/(a+bu)}{u_0/(a+bu_0)}\right]^\mu. \tag{37}
\]

For equal masses, \(\mu=1\), substitute this in (33) with \(dE=2u\,du\):

\[
R_p=\frac{2(a+bu_0)}{u_0}\int_0^{u_0}\frac{u^2\,du}{(a+bu)^2}
=\frac{2(a+bu_0)}{u_0b^2}\int_0^{u_0}\frac{u^2\,du}{(u+c)^2}. \tag{38}
\]

The last integrand equals \(1-2c/(u+c)+c^2/(u+c)^2\). The third term integrates to \(c^2[1/c-1/(u_0+c)]=cu_0/(u_0+c)\), and so

\[
R_p=\frac{2(a+bu_0)}{u_0b^2}
\left[u_0-2c\ln\!\left(1+\frac{u_0}{c}\right)
+\frac{cu_0}{u_0+c}\right]. \tag{39}
\]

For \(E_0=100\) keV, \(a=0.10\) keV/nm and \(b=0.02\) keV\(^{1/2}\)/nm, the prefactor is \(2(0.30)/(10\times0.0004)=150\) nm/keV\(^{1/2}\). The bracket is \(10-10.986+3.333=2.347\) keV\(^{1/2}\). Thus

\[
R_p=352.1\text{ nm},\qquad R-R_p=98.6\text{ nm},\qquad
\frac{R}{R_p}=1.280. \tag{40}
\]

The mean cosine falls slowly at first and faster near the end of the track:

| \(E\) (keV) | \(s\) (nm) | \(C\) |
|---:|---:|---:|
| 100 | 0.0 | 1.000 |
| 50 | 184.3 | 0.879 |
| 25 | 297.3 | 0.750 |
| 10 | 379.5 | 0.581 |
| 1 | 441.9 | 0.250 |

The table shows where depth is lost. Since \(C\) decreases along the track, the first 184.3 nm forfeit at most \(0.121\times184.3=22.3\) nm. The next 113.0 nm forfeit at most \(0.250\times113.0=28.3\) nm. At least 48 nm of the 98.6 nm difference must therefore arise after the ion has slowed to 25 keV, although that part is only about a third of the path.

Changing the mass ratio to \(\mu=0.25\), with the same \(S_n\) and \(S_e\), isolates the effect of deflection. The path remains 450.7 nm, but the mean depth rises to 420.2 nm and the ratio falls to 1.072. The difference \(R-R_p\) shrinks from 98.6 to 30.5 nm, a factor of 3.2 for a fourfold change in \(\mu\). It is less than four because \(1-C\) has the form \(1-e^{-\mu g}\), with \(g\ge0\) independent of \(\mu\), and this grows less than in proportion to \(\mu\).

### Comparison with discrete collisions

The simulation introduced in the first half follows each ion in three dimensions. Every collision removes a fraction \(t\) of its energy and turns it through the angle (29), with random azimuth. The formula for \(R_p\) is not used. For \(t=0.01\), the mean depths are \(353.0\pm0.6\) nm for \(\mu=1\) and \(420.0\pm0.3\) nm for \(\mu=0.25\), within two standard errors of the continuous results.

For \(\mu=1\) and \(t=0.1\), the mean depth is \(354.4\pm0.9\) nm, which is 0.7% above the continuous value. The mean cosine recorded at 25 keV is 0.721, against 0.750 from (37). It is recorded after the first collision that leaves the ion below 25 keV, and hence at a somewhat lower energy, where \(C\) is smaller. This acts in the observed direction, but its share of the difference has not been separated from other effects of finite \(t\).

The sideways spread shows that the missing depth is not all recovered as sideways distance. For \(\mu=1\) and \(t=0.01\), the depth has mean 353.0 nm and standard deviation 58.0 nm, and the root-mean-square shift along one sideways axis is 117.3 nm. The two sideways axes are equivalent by symmetry, so the root-mean-square straight-line distance from entry to rest is

\[
\sqrt{353.0^2+58.0^2+2(117.3)^2}\text{ nm}\approx394\text{ nm}. \tag{41}
\]

This is still shorter than the mean path of about 450 nm, because the tracks bend as well as tilt.

### Surface and limits of validity

None of the 8000 simulated tracks in any run crossed back through the surface, so treating the medium as infinite had no visible effect on these mean depths. That result belongs to the mass ratios simulated, \(\mu\le1\), and to the collision model used. For large \(\mu\) the transport mean free path \(\lambda=2E/(\mu S_n)\) is much shorter than \(R\), and accumulated soft deflections alone return a substantial fraction of the ions through the surface. Rare violent collisions, which the model omits, can also reverse an ion's direction in a single step when \(\mu>1\). If some ions do escape, \(R_p\) must be averaged over those that remain. In the continuous approximation each of these still has path length \(R\) and depth no greater than \(R\), so the inequality survives, although (33) no longer gives the average.

The formulas for \(C\) and \(R_p\) fail more readily than the inequality. They require independent collisions, random azimuths and nuclear stopping that comes mainly from soft collisions. Channelling violates the first two conditions. Hard collisions violate the third, even when they are rare, if they carry much of the energy loss. Suppose that \(d\sigma\propto T^{-3/2}dT\) up to the largest transfer \(T_{\max}\), a rough model of screened collisions between an ion and an atom. Transfers below \(T\) then contribute a share \(\sqrt{T/T_{\max}}\) of \(S_n\), so those above a tenth of the maximum supply 68% of it. For such ions (32) and (33) give only an estimate when \(\mu\) is of order one or smaller. For \(\mu\gg1\) even the largest transfer has \(t\approx4/\mu\ll1\), so (31) holds approximately for all collisions, and escape through the surface becomes the more serious limitation. The geometrical statement (20) needs none of these conditions: for any track, the depth reached cannot exceed the length travelled.

## Calculated quantities

```
Initial energy E0: 100 keV
Nuclear stopping a: 0.10 keV/nm
Electronic coefficient b: 0.02 keV^(1/2)/nm
Electronic stopping at E0: 0.20 keV/nm
Total stopping at E0: 0.30 keV/nm
Ratio c = a/b: 5.0 keV^(1/2)
Path length R, integral: 450.7 nm
Path length R, equation of motion: 450.7 nm
Crude estimate E0/S(E0): 333.3 nm
Mean depth Rp, mu = 1: 352.1 nm
Difference R - Rp, mu = 1: 98.6 nm
Ratio R/Rp, mu = 1: 1.280
Mean depth Rp, mu = 0.25: 420.2 nm
Ratio R/Rp, mu = 0.25: 1.072
Ratio R/Rp without electronic loss, mu = 0.25: 1.125
Ratio R/Rp without electronic loss, mu = 1: 1.500
Energy (keV), distance travelled (nm), mean cosine for mu = 1:
    100     0.0  1.000
     50   184.3  0.879
     25   297.3  0.750
     10   379.5  0.581
      1   441.9  0.250
Simulated ions per run: 8000
Simulation with mu = 1, t = 0.01:
  mean path: 450.4 +/- 0.2 nm
  path standard deviation: 17.8 nm
  mean depth: 353.0 +/- 0.6 nm
  depth standard deviation: 58.0 nm
  rms sideways shift, one axis: 117.3 nm
  mean cosine at 25 keV: 0.749
  tracks crossing the surface: 0.00 %
  mean depth of the others: 353.0 nm
Simulation with mu = 0.25, t = 0.01:
  mean path: 450.0 +/- 0.2 nm
  path standard deviation: 18.1 nm
  mean depth: 420.0 +/- 0.3 nm
  depth standard deviation: 27.1 nm
  rms sideways shift, one axis: 73.3 nm
  mean cosine at 25 keV: 0.930
  tracks crossing the surface: 0.00 %
  mean depth of the others: 420.0 nm
Simulation with mu = 1, t = 0.1:
  mean path: 448.0 +/- 0.6 nm
  path standard deviation: 57.5 nm
  mean depth: 354.4 +/- 0.9 nm
  depth standard deviation: 81.9 nm
  rms sideways shift, one axis: 113.6 nm
  mean cosine at 25 keV: 0.721
  tracks crossing the surface: 0.00 %
  mean depth of the others: 354.4 nm
```
